Muon precession in bond-centred muonium with field along its hyperfine axis

A positive muon implanted in a semiconductor such as silicon can stop at the centre of a bond and hold one unpaired electron nearby. The bond is a threefold axis of the centre, so the hyperfine tensor is axial: it has one value A∥ along the bond and one value A⊥ for both perpendicular directions. The field B is applied along this axis, called z. The muon starts with its spin along x, and its polarization is followed in time.

In atomic units (ħ = 1) an energy difference is an angular frequency, and the ordinary frequency is that difference divided by 2π. The spin Hamiltonian is

H = b_e S_z − b_μ I_z + A∥ S_z I_z + A⊥ (S_x I_x + S_y I_y).

S is the electron spin and I the muon spin, both 1/2. The Zeeman splittings b_e = γ_e B and b_μ = γ_μ B are positive. Their signs in H differ because the electron's magnetic moment is opposite to its spin, while the positive muon's moment is parallel to its spin. The couplings A∥ and A⊥ may have either sign.

The model assumes an isotropic electron g factor, no other nuclear spins, no electron spin flips caused by the surroundings, and no change of charge state while the muon lives. Define

b₊ = b_e + b_μ, b₋ = b_e − b_μ, W = √(b₊² + A⊥²).

**(a) Find the four energy levels and their states.**

*Solution.* Write the basis states as |m_S m_I⟩, with + and − for ±1/2. The transverse coupling is

S_x I_x + S_y I_y = ½(S₊I₋ + S₋I₊).

It turns |+−⟩ into ½|−+⟩ and the reverse, and it gives zero on |++⟩ and |−−⟩. Hence S_z + I_z is conserved. The states |1⟩ = |++⟩ and |3⟩ = |−−⟩ are eigenstates, with

E₁ = A∥/4 + b₋/2, E₃ = A∥/4 − b₋/2.

In the other two states S_z I_z = −1/4, and the Zeeman energies are ±b₊/2. In the order |+−⟩, |−+⟩ the block is

−A∥/4 + ½M, M = [[b₊, A⊥], [A⊥, −b₊]].

M has zero trace, and its square is W² times the unit matrix, so its eigenvalues are ±W:

E₂ = −A∥/4 + W/2, E₄ = −A∥/4 − W/2.

For the states, set cos 2θ = b₊/W and sin 2θ = A⊥/W, and write c = cos θ, s = sin θ. Applying M to the column (c, s) gives

W(cos 2θ cos θ + sin 2θ sin θ) = Wc,
W(sin 2θ cos θ − cos 2θ sin θ) = Ws.

So (c, s) belongs to +W, and the orthogonal column belongs to −W:

|2⟩ = c|+−⟩ + s|−+⟩, |4⟩ = −s|+−⟩ + c|−+⟩.

From cos 2θ = 2c² − 1 it follows that c² = (1 + b₊/W)/2 and s² = (1 − b₊/W)/2.

**(b) Let the electron have initial polarization p along z, uncorrelated with the muon. Find the transverse muon polarization at time t.**

*Solution.* The initial density matrix is

ρ = ¼(1 + 2I_x)(1 + 2pS_z).

With I₊ = I_x + iI_y, the complex polarization P = P_x + iP_y is the expectation value of 2I₊:

P(t) = 2 Σ_nm ⟨m|ρ|n⟩ ⟨n|I₊|m⟩ exp[i(E_n − E_m)t].

I₊ raises |+−⟩ to |++⟩ and |−−⟩ to |−+⟩, so its nonzero elements are

⟨1|I₊|2⟩ = c, ⟨1|I₊|4⟩ = −s, ⟨2|I₊|3⟩ = s, ⟨4|I₊|3⟩ = c.

Each raises S_z + I_z by one. The matching elements of ρ must lower it by one, so they come from the I₋ part of 2I_x = I₊ + I₋. The factor 1 + 2pS_z equals 1 + p for electron up and 1 − p for electron down:

⟨2|ρ|1⟩ = c(1 + p)/4, ⟨4|ρ|1⟩ = −s(1 + p)/4,
⟨3|ρ|2⟩ = s(1 − p)/4, ⟨3|ρ|4⟩ = c(1 − p)/4.

Now introduce the positive quantities δ = (W − b₋)/2 and σ = (W + b₋)/2. Subtracting the levels of part (a), and doubling the products of matrix elements, gives four lines:

E₁ − E₂ = A∥/2 − δ, weight c²(1 + p)/2,
E₄ − E₃ = −A∥/2 − δ, weight c²(1 − p)/2,
E₁ − E₄ = A∥/2 + σ, weight s²(1 + p)/2,
E₂ − E₃ = −A∥/2 + σ, weight s²(1 − p)/2.

The weights add to 1, as full initial polarization requires. Both terms with +A∥/2 carry 1 + p and both with −A∥/2 carry 1 − p, so the sum factorizes:

P(t) = ½[(1 + p)e^{iA∥t/2} + (1 − p)e^{−iA∥t/2}] [c²e^{−iδt} + s²e^{iσt}]

= [cos(A∥t/2) + ip sin(A∥t/2)] [c²e^{−iδt} + s²e^{iσt}].

For a free muon both couplings vanish. Then W = b₊, δ = b_μ and c² = 1, so P = e^{−ib_μt}. A negative signed frequency therefore means rotation in the free-muon sense.

This formula was tested against direct matrix propagation of ρ for 40 sets of splittings, couplings and p, including zero field. The largest difference was 6.7×10⁻¹⁵, on a signal of initial size 1.

**(c) Which frequencies does a detector along x show when p = 0? Examine high field and zero field.**

*Solution.* The real part of P at p = 0 is

P_x(t) = cos(A∥t/2)[c² cos δt + s² cos σt].

A cosine does not reveal the sign of its frequency. The two lines of weight c²/2 therefore appear at

δ + |A∥|/2 and |δ − |A∥|/2|.

If δ > |A∥|/2, their difference is |A∥| and their sum is 2δ. If δ < |A∥|/2, the sum is |A∥| and the difference is 2δ. Reading the splitting as |A∥| is thus correct in the first regime alone.

In high field, b₊ ≫ |A⊥|, expand the root:

W = b₊ + A⊥²/(2b₊) + O(b₊⁻³).

Since (b₊ − b₋)/2 = b_μ,

δ = b_μ + A⊥²/(4b₊) + O(b₊⁻³), s² ≈ A⊥²/(4b₊²).

The electron then stays nearly up or down and adds ±A∥/2 to the muon splitting. The second term in δ is the level repulsion between |+−⟩ and |−+⟩. The lines at σ, close to the electron frequency, lose their weight as the inverse square of the field.

At B = 0 with A⊥ ≠ 0, W = |A⊥|, δ = σ = |A⊥|/2 and c² = s² = ½. Then

P_x = cos(A∥t/2) cos(A⊥t/2),

which contains two frequencies, ||A⊥| ± |A∥||/2, of equal weight. Each joins one line from the δ pair with one from the σ pair.

**(d) How are the couplings recovered from the lines, and what happens to their signs?**

*Solution.* Part (c) gives |A∥| and δ once the regime is known. For A⊥, use W = 2δ + b₋ and subtract b₊² from W²:

A⊥² = (2δ + b₋ − b₊)(2δ + b₋ + b₊).

Here b₋ − b₊ = −2b_μ and b₋ + b₊ = 2b_e, so

A⊥² = 4(δ − b_μ)(δ + b_e).

Differentiating at fixed field gives 2|A⊥| d|A⊥| = 4(2δ + b₋) dδ = 4W dδ, or

d|A⊥|/dδ = 2W/|A⊥|.

This factor grows with field. High field ensures δ > |A∥|/2, so that the separation of the main lines is |A∥|, but it determines A⊥ poorly.

At p = 0 the signal P is even in A∥, and A⊥ enters through its square. Neither sign can be found, even if the sense of rotation is recorded. With p ≠ 0, reversing A∥ exchanges the weights 1 + p and 1 − p of the two main lines, so a known p reveals the sign of A∥.

An oblique field gives the relative sign. Let the bond make an angle α with a high field, and now let z denote the field direction. With the electron held at m = ±½ along the field, the muon feels the splitting components

along the field: m(A∥ cos²α + A⊥ sin²α) − b_μ,
across it: m(A∥ − A⊥) sin α cos α.

The muon frequency is the length of this vector. In its square the products A∥A⊥ from the two components cancel, which leaves

m²(A∥² cos²α + A⊥² sin²α) − 2m b_μ(A∥ cos²α + A⊥ sin²α) + b_μ².

The squared frequencies for m = ±½ therefore differ by 2b_μ|A∥ cos²α + A⊥ sin²α|, which depends on the relative sign of the couplings unless α is 0 or 90°.

**(e) At what field is δ smallest, and can a main line reach zero frequency?**

*Solution.* Put G = γ_e + γ_μ and D = γ_e − γ_μ, so that

δ = ½[√(G²B² + A⊥²) − DB].

The second derivative is G²A⊥²/(2W³), which is positive for A⊥ ≠ 0, so a stationary point is the minimum. The condition dδ/dB = 0 reads G²B/W = D, or GB = (D/G)W. Then

A⊥² = W² − G²B² = W²(G² − D²)/G² = 4γ_eγ_μW²/G²,

which gives W = |A⊥|G/(2√(γ_eγ_μ)). The field B₀ = DW/G² is therefore

B₀ = |A⊥|D/(2G√(γ_eγ_μ)).

There DB₀ = D²W/G², so δ = ½W(1 − D²/G²) = 2γ_eγ_μW/G², and

δ_min = |A⊥|√(γ_eγ_μ)/G.

A main line has zero frequency when δ = |A∥|/2, that is W = |A∥| + b₋. Both sides are positive, so squaring adds no false root. With b₊² − b₋² = 4b_eb_μ it becomes

4γ_eγ_μB² − 2|A∥|DB + A⊥² − A∥² = 0.

Since δ starts at |A⊥|/2, falls to δ_min and then rises without limit, there are two positive solutions when |A∥| < |A⊥| and δ_min < |A∥|/2. Between them one main line rotates against the free-muon sense. The two levels that meet differ in S_z + I_z, so they truly cross. A field off the axis breaks this conservation law and in general opens a gap: for the couplings of part (f), a tilt of 1° keeps the line above about 0.67 MHz near the upper zero. The exception is a field exactly perpendicular to the bond. A twofold rotation about the field is then still a symmetry, and a true crossing survives, near 0.34 T for the same couplings.

**(f) Take A∥ = −0.070 μeV, A⊥ = −0.38 μeV and B = 0.3 T. Evaluate the lines, the special fields and some of the omissions.**

*Solution.* These couplings are rough typical values for bond-centred muonium in silicon. More digits are carried below than they deserve, so that the arithmetic can be followed.

With γ_e = 115.9019 μeV/T and γ_μ = 0.560543 μeV/T,

b_e = 34.77057 μeV, b_μ = 0.168163 μeV, W = 34.94080 μeV.

The repulsion term is 0.38²/(4 × 34.9387) = 0.001033 μeV, so δ = 0.168163 + 0.001033 = 0.169196 μeV. The main lines are

E₁ − E₂ = −0.035 − 0.169196 = −0.204196 μeV, or −49.4 MHz,
E₄ − E₃ = +0.035 − 0.169196 = −0.134196 μeV, or −32.4 MHz.

At p = 0 each has weight 0.499985. The other two lines lie near 8400 MHz with weight 1.5×10⁻⁵ each, so they are practically absent.

The inversion returns both coupling magnitudes, but the factor 2W/|A⊥| is 184. The field must also be known well. An error of one part in a thousand in B changes b_μ by 0.00017 μeV, which is 16 per cent of δ − b_μ and hence, for given δ, about 8 per cent of |A⊥|.

For the special fields, √(γ_eγ_μ) = 8.060 μeV/T, G = 116.462 μeV/T and D = 115.341 μeV/T. Then

δ_min = 0.38 × 8.060/116.462 = 0.0263 μeV,
B₀ = 0.38 × 115.341/(2 × 116.462 × 8.060) = 0.0233 T.

This δ_min is below |A∥|/2 = 0.035 μeV, so two zeros exist. The quadratic is 259.87B² − 16.148B + 0.1395 = 0, with B in tesla, and its roots are 0.0104 T and 0.0518 T. The unsigned main lines show the change of regime:

0.010 T: 17.124 and 0.198 MHz, difference 16.926 MHz
0.025 T: 14.837 and 2.089 MHz, sum 16.926 MHz
0.050 T: 16.737 and 0.189 MHz, sum 16.926 MHz
0.100 T: 22.766 and 5.840 MHz, difference 16.926 MHz

The constant 16.926 MHz is |A∥| expressed as a frequency. The small entries hold only for exact alignment: a tilt of 1° raises 0.198 MHz to 0.77 MHz and 0.189 MHz to 0.70 MHz, and the difference or sum then no longer equals |A∥|. Since A∥ is negative here, the line that passes through zero is E₄ − E₃.

In a real silicon crystal the assumption of a single bond orientation fails. With B along a ⟨111⟩ direction, one of the four bond directions is parallel to it and the other three lie at 70.53°. For those, at 0.3 T, diagonalization gives muon lines at 83.3 and 11.9 MHz instead of 49.4 and 32.4 MHz. The vector estimate of part (d) gives 83.3 and 11.8 MHz. If the sign of A∥ alone is reversed, diagonalization gives 82.3 and 17.2 MHz, so these centres do reveal the relative sign.

For the parallel centres at 0.3 T, three smaller effects are estimated here: misalignment, a change in g and neighbouring ²⁹Si nuclei. Electron spin flips and muons that stop at other sites are not estimated. A misalignment of 1° moves a line by up to 0.016 MHz, and a relative change of 0.001 in g by 0.0002 MHz. About 9 per cent of the centres have at least one ²⁹Si nucleus among the two nearest neighbours. One such nucleus, with a rough isotropic coupling A_Si = −0.4 μeV, moves a main line by up to about 0.02 MHz. That figure is not robust. Through the electron, the muon and the nucleus can exchange a spin flip with matrix element A⊥A_Si/(4b_e) ≈ 0.0011 μeV, and with the electron up their splittings are close, 0.20 and 0.19 μeV. If A_Si were near −0.43 μeV the splittings would coincide, and the line would split into two, each displaced by about 0.3 MHz. This closeness belongs to the isotropic model. The two nearest silicon atoms lie on the bond and their real coupling is axial: its parallel component sets the splitting and its perpendicular component sets the flip. With rough values of −0.57 and −0.31 μeV for these, the shift at 0.3 T is below 0.01 MHz and the coincidence moves to about 0.42 T. Away from such a coincidence, these shifts are below the half-width at half-maximum, 1/(2πτ) = 0.07 MHz, set by the muon lifetime τ of roughly 2.2 μs, although a line centre can be located more finely than its width. The misalignment shift grows as the square of the angle and reaches 0.14 MHz, twice this width, at 3°.

At 20 K an electron in thermal equilibrium would have p = −0.010, which makes the two main weights differ by about 1 per cent of the total signal. Thermal ionization, estimated with a rough barrier of 0.2 eV and an attempt rate of 10¹³ s⁻¹, is negligible at 20 K. It becomes as fast as muon decay at roughly 140 K. Around and above such a temperature the static model no longer describes the signal, and the estimate moves with the assumed barrier. Capture of free carriers in doped material could end the static precession at lower temperature and is not included. The full set of values is in the numerical output below.

Computed results

```
a_par (rough input) = -0.070 ueV
a_perp (rough input) = -0.38 ueV
field = 0.3 T; temperature = 20 K
electron splitting per field = 115.9019 ueV/T
muon splitting per field = 0.560543 ueV/T
conversion = 241.7989 MHz per ueV
b_e = 34.77057 ueV; b_mu = 0.168163 ueV
W = 34.94080 ueV
delta = 0.169196 ueV; sigma = 34.77160 ueV
delta - b_mu = 0.001033 ueV
E1 = 17.28370 ueV
E2 = 17.48790 ueV
E3 = -17.31870 ueV
E4 = -17.45290 ueV
E1-E2 = -0.204196 ueV = -49.374 MHz
E4-E3 = -0.134196 ueV = -32.449 MHz
E1-E4 = 8399.3 MHz
E2-E3 = 8416.2 MHz
weight of each main line (p=0) = 0.499985
weight of each weak line (p=0) = 1.48e-05
unsigned main lines |E1-E2|, |E4-E3| against field:
 0.000 T: 54.405, 37.479 MHz; weak weight 0.25000
 0.010 T: 17.124, 0.198 MHz; weak weight 0.01233
 0.025 T: 14.837, 2.089 MHz; weak weight 0.00210
 0.050 T: 16.737, 0.189 MHz; weak weight 0.00053
 0.100 T: 22.766, 5.840 MHz; weak weight 0.00013
 0.300 T: 49.374, 32.449 MHz; weak weight 0.00001
field of smallest delta = 0.02335 T
smallest delta = 0.026300 ueV
zero-frequency fields = 0.01037, 0.05177 T
recovered |a_par| = 0.070000 ueV
recovered |a_perp| = 0.380000 ueV
d|a_perp|/d delta at 0.3 T = 183.9
expansion remainder ratio, 0.1 T to 0.2 T = 7.9968
largest signal error in tests = 6.7e-15
other bonds: angle = 70.53 degrees
other bonds: lines = 83.335, 11.889 MHz
same, a_par sign flipped = 82.320, 17.208 MHz
shift for 1 degree misalignment = 0.0156 MHz
shift for relative g change 0.001 = 0.000248 MHz
29Si: rough coupling = -0.4 ueV
29Si: largest main-line shift = 0.0225 MHz
centres with a 29Si nearest neighbour = 9.2 percent
thermal electron polarization = -0.01009
muon lifetime (rough) = 2.2 us
decay width 1/(2 pi lifetime) = 0.0723 MHz
rough barrier = 0.2 eV; attempt rate = 1e+13 1/s
ionization rate at 20 K = 4.0e-38 1/s
ionization matches muon decay at 137 K
```
